# The term energies of d² from its 45 determinants: a numerical check

```python
"""
Result under test: the electron repulsion of two electrons in one d shell,
diagonalized in all 45 determinants, has the eigenvalues
  3F = A-8B, 3P = A+7B, 1G = A+4B+2C, 1D = A-3B+2C, 1S = A+14B+7C,
  A = F0 - F4/9, B = (F2 - 5 F4/9)/49, C = 5 F4/63,
where F0, F2, F4 are the Slater integrals F^k (no extra denominators).
Spin orbitals: m = 2,1,0,-1,-2 with spin up, then the same with spin down.
c[k][a,b] = integral of conj(Y_2a) C_kq Y_2b, C_kq = sqrt(4 pi/(2k+1)) Y_kq.
"""
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import gamma, gammainc, lpmv
from pyscf import gto

M = [2, 1, 0, -1, -2]
CLAIM = {"3F": (-8, 0), "3P": (7, 0), "1G": (4, 2), "1D": (-3, 2), "1S": (14, 7)}

# Angular quadrature, exact for the polynomials that occur
nodes, node_weights = np.polynomial.legendre.leggauss(12)
angles = 2 * pi * np.arange(20) / 20
X, PHI = np.meshgrid(nodes, angles, indexing="ij")
WEIGHT = np.outer(node_weights, np.full(20, 2 * pi / 20))


def harmonic(l, m):
    n = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
    y = norm * lpmv(n, l, X) * np.exp(1j * n * PHI)
    return y if m >= 0 else (-1) ** n * y.conj()


Y = np.array([harmonic(2, m) for m in M])
c = {}
for k in (0, 2, 4):
    c[k] = np.zeros((5, 5))
    for i, a in enumerate(M):
        for j, b in enumerate(M):
            if abs(a - b) <= k:
                operator = sqrt(4 * pi / (2 * k + 1)) * harmonic(k, a - b)
                value = np.sum(WEIGHT * Y[i].conj() * operator * Y[j])
                assert abs(value.imag) < 1e-12
                c[k][i, j] = value.real

# Determinants as antisymmetric vectors in the 100-dimensional product space
pairs = [(i, j) for i in range(10) for j in range(i + 1, 10)]
T = np.zeros((100, len(pairs)))
for col, (i, j) in enumerate(pairs):
    T[10 * i + j, col] = 1 / sqrt(2)
    T[10 * j + i, col] = -1 / sqrt(2)
assert len(pairs) == 45


def in_determinants(g):
    """g[a,b,c,d] = <ab|operator|cd>, spin independent."""
    one = np.eye(2)
    full = np.einsum("abcd,su,tv->satbucvd", g, one, one).reshape(100, 100)
    return T.T @ full @ T


m_array = np.array(M)
m_sum = m_array[:, None] + m_array[None, :]
conserve = m_sum[:, :, None, None] == m_sum[None, None, :, :]
K = {k: in_determinants(np.einsum("ac,db->abcd", c[k], c[k]) * conserve)
     for k in c}
contact = 4 * pi * np.einsum("xy,axy,bxy,cxy,dxy->abcd", WEIGHT,
                             Y.conj(), Y.conj(), Y, Y)
assert np.max(abs(contact.imag)) < 1e-12
W = in_determinants(contact.real)

# Contact identity, and the coefficient matrices of A, B and C
assert np.allclose(W, K[0] + 5 * K[2] + 9 * K[4], atol=1e-11)
HA = K[0]
HB = 49 * K[2]
HC = 1.4 * K[0] + 7 * K[2] + 12.6 * K[4]
assert np.allclose(HA, np.eye(45), atol=1e-11)
assert np.allclose(HC, 1.4 * W, atol=1e-11)
assert np.allclose(HB @ HC, HC @ HB, atol=1e-9)


# Total angular momenta squared in the determinants
def total_squared(z, plus):
    def both(op):
        return np.kron(op, np.eye(10)) + np.kron(np.eye(10), op)
    Z, P = both(z), both(plus)
    return T.T @ (Z @ Z + (P @ P.T + P.T @ P) / 2) @ T


raise_m = np.zeros((5, 5))
for i in range(1, 5):
    raise_m[i - 1, i] = sqrt(6 - M[i] * (M[i] + 1))
L2 = total_squared(np.kron(np.eye(2), np.diag(M)), np.kron(np.eye(2), raise_m))
S2 = total_squared(np.kron(np.diag([0.5, -0.5]), np.eye(5)),
                   np.kron(np.array([[0.0, 1.0], [0.0, 0.0]]), np.eye(5)))


def term_label(l_squared, s_squared):
    L = round((sqrt(1 + 4 * l_squared) - 1) / 2)
    S_twice = round(sqrt(1 + 4 * s_squared) - 1)
    return str(S_twice + 1) + "SPDFG"[L]


# Eigenspaces of the full 45 x 45 problem
values, vectors = np.linalg.eigh(HB)
found, size = {}, {}
for b in sorted(set(np.round(values).astype(int))):
    V = vectors[:, abs(values - b) < 1e-8]
    scalars = []
    for op in (HB, HC, L2, S2):
        mean = np.trace(V.T @ op @ V) / V.shape[1]
        assert np.allclose(op @ V, mean * V, atol=1e-8)
        scalars.append(mean)
    name = term_label(scalars[2], scalars[3])
    found[name] = (scalars[0], scalars[1])
    size[name] = V.shape[1]
assert set(found) == set(CLAIM) and sum(size.values()) == 45
for name in CLAIM:
    assert np.allclose(found[name], CLAIM[name], atol=1e-8)
    assert size[name] == int(name[0]) * (2 * "SPDFG".index(name[1]) + 1)
average_B, average_C = np.trace(HB) / 45, np.trace(HC) / 45
assert np.allclose([average_B, average_C], [-14 / 9, 7 / 9])

# The five determinants with M_L = M_S = 0
select = [pairs.index((i, 5 + 4 - i)) for i in range(5)]
block = np.ix_(select, select)
MB, MC = HB[block], HC[block]
sign = np.array([[(-1) ** (a - b) for b in M] for a in M])
for k in c:
    assert np.allclose(K[k][block], sign * c[k] ** 2, atol=1e-11)
flip, u = np.eye(5)[::-1], np.array([1, -1, 1, -1, 1])
assert np.allclose(MC, np.eye(5) + flip + np.outer(u, u), atol=1e-10)
assert np.allclose(S2[block], np.eye(5) - flip, atol=1e-10)
L2_rule = np.diag([12.0 - 2 * a * a for a in M])
for i, a in enumerate(M):
    if i > 0:
        L2_rule[i - 1, i] = 6 - a * (a + 1)
    if i < 4:
        L2_rule[i + 1, i] = 6 - a * (a - 1)
assert np.allclose(L2[block], L2_rule, atol=1e-10)
odd = np.array([[1, 0, 0, 0, -1], [0, 1, 0, -1, 0]]).T / sqrt(2)
odd_B = odd.T @ MB @ odd
assert np.allclose(odd_B, [[4, -6], [-6, -5]], atol=1e-10)
block_values, block_vectors = np.linalg.eigh(MB)
integer_vectors = {}
for value, v in zip(block_values, block_vectors.T):
    name = term_label(v @ L2[block] @ v, v @ S2[block] @ v)
    assert abs(value - CLAIM[name][0]) < 1e-9
    scaled = v / min(abs(t) for t in v if abs(t) > 1e-8) * np.sign(v[0])
    whole = np.rint(scaled).astype(int)
    assert np.allclose(scaled, whole, atol=1e-8)
    assert np.allclose(MC @ whole, CLAIM[name][1] * whole, atol=1e-8)
    integer_vectors[name] = whole


# Slater integrals by quadrature, radial density r^6 exp(-q r^p)
def slater_integral(k, q, p):
    def moment(n):
        return gamma((7 + n) / p) / (p * q ** ((7 + n) / p))

    def integrand(r):
        inner = moment(k) * gammainc((7 + k) / p, q * r ** p)
        return 2 * r ** (5 - k) * np.exp(-q * r ** p) * inner
    return quad(integrand, 0, 12, epsabs=1e-14, epsrel=1e-11,
                limit=200)[0] / moment(0) ** 2


def racah(F):
    return F[0] - F[4] / 9, (F[2] - 5 * F[4] / 9) / 49, 5 * F[4] / 63


def formula_levels(A, B, C):
    return {n: A + b * B + d * C for n, (b, d) in CLAIM.items()}


def match_levels(eigenvalues, levels):
    """Compare 45 sorted eigenvalues with the formulas; return term means."""
    result, start = {}, 0
    for name in sorted(levels, key=levels.get):
        group = eigenvalues[start:start + size[name]]
        assert np.allclose(group, levels[name], rtol=0, atol=1e-8)
        result[name] = group.mean()
        start += size[name]
    return result


# Independent repulsion integrals: one Gaussian d shell, real orbitals
alpha = 1.0
mol = gto.M(atom="H 0 0 0", basis={"H": [[2, [alpha, 1.0]]]}, spin=1, verbose=0)
eri = mol.intor("int2e_sph").reshape(5, 5, 5, 5)
gauss_eigen = np.linalg.eigvalsh(in_determinants(eri.transpose(0, 2, 1, 3)))
gauss_F = {k: slater_integral(k, 2 * alpha, 2) for k in (0, 2, 4)}
gauss = match_levels(gauss_eigen, formula_levels(*racah(gauss_F)))
gauss_ratio = (gauss["3P"] - gauss["3F"]) / (gauss["1G"] - gauss["1D"])
assert abs(gauss_ratio - 15 / 7) < 1e-7

# Worked example: Slater orbital r^2 exp(-zeta r)
zeta = 3.0
hartree = physical_constants["Hartree energy in eV"][0]
wavenumber = physical_constants["electron volt-inverse meter relationship"][0] / 100
t = sp.symbols("t")
exact = {k: 3696 * sp.integrate(sp.expand(t ** (6 + k) * (1 - t) ** (5 - k)),
                              (t, 0, sp.Rational(1, 2))) for k in (0, 2, 4)}
F = {}
for k in exact:
    F[k] = float(exact[k]) * zeta
    assert abs(F[k] - slater_integral(k, 2 * zeta, 1)) < 1e-9
    F[k] *= hartree
A, B, C = racah(F)
eigen = np.linalg.eigvalsh(sum(F[k] * K[k] for k in F))
levels = match_levels(eigen, formula_levels(A, B, C))
ratio = (levels["3P"] - levels["3F"]) / (levels["1G"] - levels["1D"])
assert abs(ratio - 15 / 7) < 1e-7
assert B > 0 and 1.5 < C / B < 5
assert sorted(levels, key=levels.get) == ["3F", "1D", "3P", "1G", "1S"]
mean_energy = eigen.mean()
assert abs(mean_energy - (A - 14 * B / 9 + 7 * C / 9)) < 1e-8


def show(label, row):
    whole = np.rint(row).astype(int)
    assert np.allclose(row, whole, atol=1e-8)
    print(label, " ".join(f"{x:4d}" for x in whole))


print("determinants:", len(pairs), " columns below: m = 2 1 0 -1 -2")
W_pair = np.einsum("abab->ab", contact.real)
for i in range(3):
    show(f"49 c2^2, m={M[i]}:", 49 * c[2][i] ** 2)
for i in range(3):
    show(f"441 c4^2, m={M[i]}:", 441 * c[4][i] ** 2)
for i in range(3):
    show(f"49 x contact integral, m={M[i]}:", 49 * W_pair[i])
for i in range(5):
    show(f"B matrix, row a={M[i]:2d}:", MB[i])
for i in range(5):
    show(f"C matrix, row a={M[i]:2d}:", MC[i])
for name in CLAIM:
    show(f"eigenvector {name}:", integer_vectors[name])
for name in CLAIM:
    print(f"{name}: {size[name]} states, B coefficient {found[name][0]:.6f},"
          f" C coefficient {abs(found[name][1]):.6f}")
print(f"average: B coefficient {average_B:.6f}, C coefficient {average_C:.6f}")
print(f"Gaussian shell, exponent {alpha:.1f} bohr^-2: (3P-3F)/(1G-1D) = {gauss_ratio:.6f}")
print(f"Slater exponent zeta = {zeta:.1f} bohr^-1")
for k in F:
    print(f"F^{k}/zeta = {exact[k]} (atomic units); F^{k} = {F[k]:.5f} eV")
print(f"A = {A:.5f} eV")
print(f"B = {B:.5f} eV")
print(f"C = {C:.5f} eV")
print(f"C/B = {C / B:.5f}")
for name in sorted(levels, key=levels.get):
    gap = levels[name] - levels["3F"]
    print(f"{name}: {levels[name]:.5f} eV; above 3F: {abs(gap):.5f} eV"
          f" = {abs(gap) * wavenumber:.0f} cm^-1")
print(f"mean of 45 eigenvalues = {mean_energy:.5f} eV")
print(f"Slater shell: (3P-3F)/(1G-1D) = {ratio:.6f}")
print("finished without a failed check")
```

It prints:

```
determinants: 45  columns below: m = 2 1 0 -1 -2
49 c2^2, m=2:    4    6    4    0    0
49 c2^2, m=1:    6    1    1    6    0
49 c2^2, m=0:    4    1    4    1    4
441 c4^2, m=2:    1    5   15   35   70
441 c4^2, m=1:    5   16   30   40   35
441 c4^2, m=0:   15   30   36   30   15
49 x contact integral, m=2:   70   35   35   35   70
49 x contact integral, m=1:   35   70   35   70   35
49 x contact integral, m=0:   35   35  105   35   35
B matrix, row a= 2:    4   -6    4    0    0
B matrix, row a= 1:   -6    1   -1    6    0
B matrix, row a= 0:    4   -1    4   -1    4
B matrix, row a=-1:    0    6   -1    1   -6
B matrix, row a=-2:    0    0    4   -6    4
C matrix, row a= 2:    2   -1    1   -1    2
C matrix, row a= 1:   -1    2   -1    2   -1
C matrix, row a= 0:    1   -1    3   -1    1
C matrix, row a=-1:   -1    2   -1    2   -1
C matrix, row a=-2:    2   -1    1   -1    2
eigenvector 3F:    1    2    0   -2   -1
eigenvector 3P:    2   -1    0    1   -2
eigenvector 1G:    1    4    6    4    1
eigenvector 1D:    2    1   -2    1    2
eigenvector 1S:    1   -1    1   -1    1
3F: 21 states, B coefficient -8.000000, C coefficient 0.000000
3P: 9 states, B coefficient 7.000000, C coefficient 0.000000
1G: 9 states, B coefficient 4.000000, C coefficient 2.000000
1D: 5 states, B coefficient -3.000000, C coefficient 2.000000
1S: 1 states, B coefficient 14.000000, C coefficient 7.000000
average: B coefficient -1.555556, C coefficient 0.777778
Gaussian shell, exponent 1.0 bohr^-2: (3P-3F)/(1G-1D) = 2.142857
Slater exponent zeta = 3.0 bohr^-1
F^0/zeta = 793/3072 (atomic units); F^0 = 21.07288 eV
F^2/zeta = 2093/15360 (atomic units); F^2 = 11.12372 eV
F^4/zeta = 91/1024 (atomic units); F^4 = 7.25460 eV
A = 20.26681 eV
B = 0.14476 eV
C = 0.57576 eV
C/B = 3.97727
3F: 19.10871 eV; above 3F: 0.00000 eV = 0 cm^-1
1D: 20.98405 eV; above 3F: 1.87534 eV = 15126 cm^-1
3P: 21.28015 eV; above 3F: 2.17144 eV = 17514 cm^-1
1G: 21.99739 eV; above 3F: 2.88868 eV = 23299 cm^-1
1S: 26.32383 eV; above 3F: 7.21512 eV = 58194 cm^-1
mean of 45 eigenvalues = 20.48944 eV
Slater shell: (3P-3F)/(1G-1D) = 2.142857
finished without a failed check
```
